Two-Photon Absorption and the Kerr Index in a Two-Band Semiconductor Model, part 1

(Sections cited here and not found follow in the second part.)

A transparent semiconductor is lit by a laser whose photon energy ħω lies below the gap E_g. One photon cannot lift an electron across the gap, but for ħω > E_g/2 two photons can, and the intensity decays as dI/dz = −βI². The same beam changes the refractive index by n₂I. Both effects are third order in the field and are the imaginary and real parts of one response function, so a dispersion relation should give n₂ from the nonlinear absorption. Causality, however, constrains the linear response of a fixed medium, and a crystal whose properties are set by the beam that probes it is not fixed. The relation must be written for a weak probe at ω₁ in a crystal dressed by a pump at fixed ω₂, with every pump-induced change of the probe absorption included, and the limit ω₁ = ω₂ taken at the end. In a two-band model all of this can be done in closed form.

**Setting and assumptions**

SI units are used. The electron charge is −e, m₀ is the free mass, and A(t) is a uniform vector potential along z, with field ℰ = −∂A/∂t. Write a = eA.

(A1) The crystal is isotropic, with one full valence band v and one empty conduction band c, each twofold spin degenerate. Electrons are independent: no excitons, no damping, zero temperature.

(A2) The bands come from the two-band k·p matrix with diagonal entries 0 and E_g and off-diagonal entry ħkP, where P is the interband velocity at k = 0 and E_p = 2m₀P² is the Kane energy. The free-electron term ħ²k²/2m₀ is a multiple of the unit matrix and drops out of the transition energy, which is E = √(E_g² + 4ħ²k²P²) ≈ E_g + 2ħ²k²P²/E_g. The model keeps the parabolic form at all k:

E = E_g + ħ²k²/2m_r,  m_r = E_g/4P² = m₀E_g/2E_p.  (1)

(A3) The interband velocity has the constant size P and points along k, so its z component is p = P cosθ, with θ the angle between k and z. The difference of the band velocities along z is v = (ħk/m_r) cosθ.

(A4) Probe and pump are polarised along z: a(t) = a₁ cos ω₁t + a₂ cos ω₂t. With x_i = ħω_i/E_g, the pump obeys 0 < x₂ < 1. Everything is first order in the pump intensity; carriers made by two-photon absorption of the pump alone enter at second order and are absent.

The coupling at fixed k is a times the velocity matrix plus a²/2m₀. The last term is a multiple of the unit matrix and of second order, so it adds nothing at fourth order. Subtracting a(t) times the valence-band velocity from both diagonal entries changes the state by an oscillating phase of zero mean rate. What remains is

H = E|c⟩⟨c| + a(t)[ v|c⟩⟨c| + p(|c⟩⟨v| + |v⟩⟨c|) ].  (2)

The linear indices at ω₁, ω₂ are n₀₁, n₀₂. The field amplitude is ℰ_i = ω_i a_i/e and the intensity is I_i = n₀ᵢε₀cℰ_i²/2, so

a_i² = 2e²ħ²I_i/(n₀ᵢ ε₀ c x_i² E_g²).  (3)

The pump changes the probe absorption and index by Δα = 2α₂(ω₁;ω₂)I₂ and Δn = 2n₂(ω₁;ω₂)I₂. The factor 2 is a convention whose purpose is shown in Lemmas 2 and 3: with it, the one-beam coefficients are α₂(ω;ω) and n₂(ω;ω). Finally y = E/E_g.

**Theorem**

Let K = 32e⁴/(5π √m₀ ε₀² c²). Under (A1) to (A4):

(a) α₂(ω₁;ω₂) = K √E_p F(x₁;x₂)/(n₀₁n₀₂E_g³), with F = F₊ + F₋ + F_L + F_Q, each term zero below its threshold:

F₊ = (x₁+x₂−1)^{3/2}(1/x₁+1/x₂)²/(2⁷x₁x₂²)  (two-photon absorption)
F₋ = (x₁−x₂−1)^{3/2}(1/x₁−1/x₂)²/(2⁷x₁x₂²)  (Raman)
F_L = −(x₁−1)^{3/2}/(2⁶x₁x₂⁴)  (linear Stark)
F_Q = −2(3x₁−2)/[2¹⁰x₁x₂² √(x₁−1) (x₁²−x₂²)]  (quadratic Stark).

For one beam with 1/2 < x < 1, β = K √E_p (2x−1)^{3/2}/[(2x)⁵ n₀² E_g³].

(b) For x₁ < 1 the transform over the probe frequency at fixed pump,

G_KK(x₁;x₂) = (2/π) P∫₀^∞ F(x';x₂) dx'/(x'²−x₁²),

behaves as g(x₁)/x₂² plus a finite part when x₂ → 0. The pole is the response to a static vector potential, which vanishes in a gauge-invariant model and not in this one.

(c) With the prescription G = G_KK − g(x₁)/x₂², which together with the transform removes the static-potential terms of both beams from the response Γ of Lemma 3, the Kerr index is taken to be n₂ = ħcK√E_p G/(2n₀₁n₀₂E_g⁴), where G = G_v + G_Q is symmetric in x₁ and x₂ and has the closed form (22), (24).

(d) G(x;x) is positive for 0 < x ≤ 1/2 and tends to −∞ as x → 1, so the one-beam Kerr index defined in (c) changes sign between half the gap and the gap. Numerically the maximum lies at x = 0.533 and the zero at x = 0.687.

**Lemma 1 (sum over states).** For any function f of y,

2∫ d³k/(2π)³ cos⁴θ f = (D/5) ∫₁^∞ dy √(y−1) f(y),  P⁴D = √E_p E_g³/(8π² √m₀ ħ³),  v² = 8P² cos²θ (y−1).  (4)

Proof. The angular average of cos⁴θ is ½∫₋₁¹ μ⁴dμ = 1/5, and 2·4π/(2π)³ = 1/π², so the left side is (1/5π²)∫k²dk f. From (1), k = k₀√(y−1) with k₀² = 2m_rE_g/ħ², dk = k₀dy/(2√(y−1)), and k²dk = (k₀³/2)√(y−1)dy. Hence D = k₀³/2π². Since 2m_rE_g = m₀E_g²/E_p, D = (m₀/E_p)^{3/2}E_g³/(2π²ħ³), and multiplying by P⁴ = E_p²/4m₀² gives the second statement. For the third, ħ²k²/m_r² = 2(E−E_g)/m_r = 2E_g(y−1)·4P²/E_g. ∎

**Lemma 2 (two-photon absorption by the golden rule).** The absorption of one probe and one pump photon gives F₊, and one beam alone has β = α₂(ω;ω).

Proof. The part of a(t) that absorbs a photon of beam i is (a_i/2)exp(−iω_it). In (2) the valence state has no diagonal coupling, so the first photon acts through p and the second through v, with c as intermediate state. If beam 1 is absorbed first the denominator is ħω₁ − E = −ħω₂, by energy conservation E = ħω₁ + ħω₂; the other order gives −ħω₁. The amplitude is

M = −(a₁a₂/4) p v (1/ħω₁ + 1/ħω₂).  (5)

The rate per volume is W = (2π/ħ) Σ|M|² δ(E−ħω₁−ħω₂), and the delta function is δ(y−x₁−x₂)/E_g. By (4), |M|² = (a₁²a₂²/16)·8P⁴cos⁴θ(y−1)(1/x₁+1/x₂)²/E_g². With Y = (x₁+x₂−1)^{3/2}(1/x₁+1/x₂)², Lemma 1 gives

W = (2π/ħ)(a₁²a₂²/10) P⁴D Y/E_g³ = a₁²a₂² √E_p Y/(40π √m₀ ħ⁴).

Inserting (3) for both beams supplies 4e⁴ħ⁴I₁I₂/(n₀₁n₀₂ε₀²c²x₁²x₂²E_g⁴):

W = e⁴ √E_p I₁I₂ Y/(10π √m₀ ε₀²c² n₀₁n₀₂ x₁²x₂² E_g⁴).

Each event removes one probe photon, so ΔαI₁ = x₁E_gW, and α₂ = Δα/2I₂ is

α₂ = e⁴ √E_p Y/(20π √m₀ ε₀²c² n₀₁n₀₂ x₁x₂² E_g³).

Since 1/20 = (32/5)/2⁷, this is K√E_p F₊/(n₀₁n₀₂E_g³).

For one beam there is a single ordering, M = −(a²/4)pv/ħω. This is half of (5) at ω₁ = ω₂, a₁ = a₂ = a, so the rate is W/4. Each event now removes two photons: βI² = 2xE_g(W/4) = xE_gW/2, which equals α₂(ω;ω)I². Setting x₁ = x₂ = x,

F₊(x;x) = (2x−1)^{3/2}(4/x²)/(2⁷x³) = (2x−1)^{3/2}/(32x⁵) = (2x−1)^{3/2}/(2x)⁵. ∎

Remark 1. The power 3/2 is the product of the joint density of states, √(y−1), and v² ∝ (y−1): the transition is interband times intraband, and the intraband velocity vanishes at the zone centre. The five powers of x are four from a⁴ ∝ I²/ω⁴, two from the squared denominator, and minus one from the energy carried off per event. For the gap at fixed x, P⁴D gives E_g³, a⁴ gives E_g⁻⁴, the denominator E_g⁻², the delta function E_g⁻¹ and the photon energy E_g, in total E_g⁻³. The logarithmic derivative 3/(2x−1) − 5/x vanishes at 3x = 10x − 5, so the maximum is at x = 5/7.

**Lemma 3 (the cross susceptibility).** Let d(σ) = 1/(σ−y), L_i = d(x_i) + d(−x_i) = 2y/(x_i²−y²), N_i = d(x_i)² + d(−x_i)², and let Σ run over the four sign pairs η₁, η₂ = ±1. Define

S_v = Σ [d(η₁x₁)+d(η₂x₂)]² d(η₁x₁+η₂x₂) − 2L₁L₂/y  (6)
S_p = Σ [d(η₁x₁)+d(η₂x₂)]²/(η₁x₁+η₂x₂) − L₁N₂ − L₂N₁  (7)
C(x₁,x₂) = ∫₁^∞ dy √(y−1)[8(y−1)S_v + S_p],  Γ = −C/(2¹⁰π x₁²x₂²).  (8)

Then the pump-induced change of the probe susceptibility is

Δχ = 2ħcK √E_p I₂ Γ/(n₀₂E_g⁴),  (9)

with x₁ → x₁ + i0 where a denominator vanishes. It corresponds to n₂ = ħcK√E_p ReΓ/(2n₀₁n₀₂E_g⁴) and F = x₁ ImΓ. S_p has no pole at x₁ = x₂, and the one-beam Kerr index is n₂(ω;ω).

Proof. Take first x₁ + x₂ < 1 and incommensurate frequencies, where no denominator of the a₁²a₂² term vanishes. The driven state that grows out of |v⟩ is an eigenstate of the time-independent Floquet operator on states |s;m₁,m₂⟩, s = v or c, of unperturbed energy E_s − σ, where σ = m₁ħω₁ + m₂ħω₂ is the energy absorbed. The coupling V changes one m_i by ±1 with weight a_i/2. With Q the projector off the initial state |0⟩ = |v;0,0⟩ and R(ε) = Q/(ε−H₀), the eigenvalue obeys

ε = ⟨V⟩ + ⟨VRV⟩ + ⟨VRVRV⟩ + ⟨VRVRVRV⟩ + …

Odd orders vanish because a return to m₁ = m₂ = 0 needs an even number of steps. An intermediate state has denominator D_n + ε with D_n = σ − E_s, and 1/(D_n+ε) = 1/D_n − ε/D_n² + …. Inserting ε ≈ ε⁽²⁾ in the second-order term gives

ε⁽⁴⁾ = Σ V₀ₗVₗₘVₘₙVₙ₀/(DₗDₘDₙ) − ε⁽²⁾ Σ|V₀ₙ|²/Dₙ².

The a₁²a₂² term uses the four photons +ω₁, −ω₁, +ω₂, −ω₂ in 24 orders, each with weight (a₁a₂/4)². The first and last steps must be p, since v has no diagonal coupling, so the first and third intermediate states are c. The middle state is c (factor p²v²) or v (factor p⁴). Measure energies in E_g. If the first two photons are η₁x₁ and η₂x₂, the first state has σ equal to either, the middle state has their sum, and the third has minus the last photon, again either of the two. These four orders give the squared bracket in (6) and (7), times d(η₁x₁+η₂x₂) for a middle c or 1/(η₁x₁+η₂x₂) for a middle v; four sign pairs account for 16 orders. In the other 8 the first two photons belong to one beam and cancel. A middle c then has d(0) = −1/y and the outer factors sum to L₁L₂, once for each beam going first. A middle v is the initial state and is excluded by Q. In the last term ε⁽²⁾ = p²Σ(a_i²/4)L_i and Σ|V|²/D² = p²Σ(a_i²/4)N_i, whose cross terms close (7). The term per k is a₁²a₂²(p²v²S_v + p⁴S_p)/(16E_g³), and by Lemma 1 the quasienergy per volume contains κa₁²a₂² with

κ = P⁴D C/(80E_g³) = √E_p C/(640π² √m₀ ħ³).  (10)

The current density operator is j = −∂H/∂A. The Hellmann–Feynman theorem for the Floquet operator gives ∂ε/∂A₁ = −(time average of j cos ω₁t). For A = A₁cos ω₁t the field is ω₁A₁ sin ω₁t, the polarisation is ε₀χω₁A₁ sin ω₁t, and its time derivative j = ε₀χω₁²A₁cos ω₁t has average ε₀χω₁²A₁/2 against cos ω₁t. With ε = κe²A₁²a₂²,

−2κe²A₁a₂² = ε₀Δχω₁²A₁/2,  Δχ = −4κe²a₂²/(ε₀ω₁²).

Using 1/ω₁² = ħ²/(x₁²E_g²), (3) and (10),

Δχ = −e⁴ħ √E_p I₂ C/(80π² √m₀ ε₀² c n₀₂ E_g⁴ x₁²x₂²).

Since e⁴/(√m₀ε₀²) = 5πc²K/32 and 5π/(32·80π²) = 1/(512π) = 2/(2¹⁰π), this is (9). From n² = 1 + χ, Δχ = 2n₀₁[Δn + icΔα/2ω₁]. The real part with Δn = 2n₂I₂ gives n₂ = ReΔχ/(4n₀₁I₂). The imaginary part gives α₂ = ω₁ImΔχ/(2n₀₁cI₂) = K√E_p x₁ImΓ/(n₀₁n₀₂E_g³). Where the probe is linearly absorbed, x₁ > 1, the last formula is taken as the definition of α₂ through n₀₁α₂.

At fixed pump, Δχ is a change in the causal linear response to the probe, so it is analytic for Im ω₁ > 0. It agrees with (9) on the real interval x₁ < 1 − x₂, and (8) is analytic in the upper half x₁ plane. The two therefore agree everywhere, which is the rule x₁ → x₁ + i0.

For x₁ → x₂, the sign pairs (+,−) and (−,+) in (7) give (f² − f̃²)/(x₁−x₂) with f = d(x₁)+d(−x₂) and f̃ = d(x₂)+d(−x₁). Here f − f̃ = [1/(x₁−y) − 1/(x₂−y)] + [1/(x₁+y) − 1/(x₂+y)] → −(x₁−x₂)N and f + f̃ → 2L, so the limit is −2LN and there is no pole; evenness in x₁ gives the same at x₁ = −x₂. For one beam the a⁴ term has weight a⁴/16 and six orders of (+,+,−,−). Each corresponds to four of the 24, so its p²v² sum is S_v(x,x)/4. Its p⁴ sum has the orders (+,+,−,−) and (−,−,+,+), a quarter of the (+,+) and (−,−) terms of (7), and the term −LN, a quarter of −2LN − 2LN. So κ_s = κ/4. With ε = κ_s a⁴ the same argument gives Δχ = −8κ_s e²a²/(ε₀ω²) = −2κe²a²/(ε₀ω²), half the cross value, that is Δn = n₂(ω;ω)I. ∎

**Lemma 4 (absorptive part).** x₁ ImΓ = F₊ + F₋ + F_L + F_Q.

Proof. Put δ = x₁ − y. Since Im 1/(δ+i0) = −πδ(y−x₁), a simple pole whose coefficient, weight included, has the value R contributes Im C = −πR and, by (8), F = R/(2¹⁰x₁x₂²). Only poles at y > 1 count. For x₁ > 0 and x₂ < 1 this excludes y = x₂, y = x₂ − x₁ and all negative y.

The S_v terms carry the weight 8(y−1)^{3/2}. At y = x₁+x₂, d(x₁) = −1/x₂ and d(x₂) = −1/x₁, so R = 8(x₁+x₂−1)^{3/2}(1/x₁+1/x₂)², which is F₊ and reproduces Lemma 2 by a second route. At y = x₁−x₂, d(x₁) = 1/x₂ and d(−x₂) = −1/x₁, which is F₋: a probe photon is absorbed and a pump photon emitted. At y = x₁ three pieces of (6) contain d(x₁) = 1/δ. The squares give

(1/δ²)[1/(δ+x₂) + 1/(δ−x₂)] = 2/[δ(δ²−x₂²)],

a simple pole with coefficient −2/x₂². The cross terms give (2/δ)[d(x₂)/(δ+x₂) + d(−x₂)/(δ−x₂)], with coefficient at δ = 0

2[1/(x₂(x₂−x₁)) + 1/(x₂(x₂+x₁))] = 4/(x₂²−x₁²).

The last term of (6) gives −2L₂/y = −4/(x₂²−x₁²) at y = x₁, which cancels the cross terms. So R = −16(x₁−1)^{3/2}/x₂², which is F_L. The pump modulates the transition energy by va₂cos ω₂t. This alone gives two sidebands at y = x₁ ± x₂, each with coefficient 1/x₂², and takes 2/x₂² from the central line, which is F_L. The 1/x₁ parts of the brackets in F₊ and F₋ come from the other order, pump interband and probe intraband, and are not balanced by F_L.

The S_p terms carry the weight ρ = √(y−1) and have poles only at y = x₁, of the form A/δ² + B/δ. Let Λ = x₁² − x₂². The squares with η₁ = + and the term −L₂N₁ give

A = 1/(x₁+x₂) + 1/(x₁−x₂) − L₂ = 2x₁/Λ + 2y/(y²−x₂²).

The cross terms and −L₁N₂ give B = 2d(x₂)/(x₁+x₂) + 2d(−x₂)/(x₁−x₂) − N₂. At y = x₁, d(x₂) = −1/(x₁−x₂) and d(−x₂) = −1/(x₁+x₂), so

A = 4x₁/Λ,  ∂A/∂y = 2/Λ − 4x₁²/Λ² = −2(x₁²+x₂²)/Λ²,  B = −4/Λ − 2(x₁²+x₂²)/Λ².

Because 1/δ² = ∂(1/δ)/∂y, integration by parts turns ∫ρA/δ² into −∫∂(ρA)/∂y /δ; the boundary terms vanish since ρ(1) = 0 and ρA/δ decays. Then

R = −Aρ' + ρ(B − ∂A/∂y) = −(4/Λ)(x₁ρ' + ρ) = −(4/Λ)(3x₁−2)/(2√(x₁−1)),

which is F_Q. ∎

Remark 2. The pump pushes v down and c up in second order, so the transition energy rises by −2L₂ in the units of (7), and −2L₂ = 4x₁/Λ = A at y = x₁. The term −Aρ' is a rigid displacement of ρ by A. It is the leading effect of the level shift at the absorption edge, but away from the edge the y dependence of the shift also contributes. Keeping it alone replaces 3x₁−2 by x₁ in F_Q. The inverse square root at x₁ = 1 is the first-order expansion of a shifted square-root edge. It is integrable, but it shows that the expansion in I₂ fails for a probe within the shift of the edge.

**Lemma 5 (nondegenerate Kramers–Kronig relation).**

G_KK(x₁;x₂) = −Re[C(x₁,x₂) − C(0,x₂)]/(2¹⁰π x₁²x₂²).  (11)

Proof. As a function of complex z in place of x₁, C is even, real for real |z| < 1−x₂, and analytic off the cuts |z| ≥ 1−x₂ on the real axis, the points z = ±x₂ being removable by Lemma 3. For large |z| the substitution y = |z|u shows that each term falls at least as |z|^{−1/2}; for example y^{3/2}d(x₂)²d(z+x₂) behaves as y^{−1/2}/(z−y). Define

H(z) = −[C(z,x₂) − C(0,x₂)]/(2¹⁰π z²x₂²).

H is regular at z = 0 because C is even, and it falls as z⁻². Cauchy's theorem on a contour that wraps both cuts gives H(z) = (1/π)∫ Im H(x'+i0) dx'/(x'−z) over the real line. H is even and obeys H(z*) = H(z)*, so Im H(x'+i0) is odd in x', and 1/(x'−z) + 1/(x'+z) = 2x'/(x'²−z²) folds the integral onto x' > 0. Since C(0,x₂) is real, Im H = ImΓ = F/x'. Therefore H(z) = (2/π)∫₀^∞ F dx'/(x'²−z²), whose real part at z = x₁ + i0 is the principal value. ∎

Remark 3. The relation is applied to Δχ, in which by (9) the probe index does not appear; the factor 1/n₀₁ enters afterwards at the observed frequency, and no dispersion of n₀ is neglected inside the integral. The degenerate two-photon function F₊(x';x') is not the absorptive part of H or of any response at fixed pump, so the lemma says nothing about its transform; the worked example shows that it is far from G.

Remark 4. The transform returns Γ less the term −C(0,x₂)/(2¹⁰πx₁²x₂²). A term in χ proportional to 1/ω₁² is a Drude term: a current in response to a static probe vector potential. The transform removes it because it has no absorptive part at finite frequency. In this model the term is large. As x₁, x₂ → 0, d → −1/y and L → −2/y give S_v = −16/y³ − 8/y³ = −24/y³; expanding d(σ) ≈ −1/y − σ/y² in (7) gives S_p = 16/y³ + 8/y³ = 24/y³. With ∫₁^∞(y−1)^{1/2}y⁻³dy = π/8 and ∫₁^∞(y−1)^{3/2}y⁻³dy = 3π/8, C(0,0) = 24(π/8 − 3π) = −69π. With g and G as in Lemma 6 and (13), ReΓ(x;x) = G + 2g/x² + 69/(1024x⁴). The index built on G is therefore not the response of (2) itself but what remains after the static terms of both beams are discarded.

The nonlinear absorption F has been found in closed form, and the Kramers–Kronig relation (11) at fixed pump has been established. It remains to isolate and remove the slow-pump pole, derive the closed forms of G, prove that the one-beam index changes sign, and work through a numerical example.
